# Bennett's Optimal Two-State Free-Energy Estimate and Its Self-Consistent Equation

## 1. Two boxes that partly overlap

Let a particle move freely on an interval of length $L_0$ in state 0, and on another interval of length $L_1$ in state 1. The intervals share a stretch of length $\ell$. The configuration integrals are $Z_0=L_0$ and $Z_1=L_1$, so the free-energy difference is $\Delta F=-kT\ln(L_1/L_0)$.

Suppose the lengths are unknown, and we have $n_0$ independent positions (frames) from state 0 and $n_1$ from state 1. Of these, $m_0$ and $m_1$ fall in the shared stretch. On average $m_0/n_0=\ell/L_0$ and $m_1/n_1=\ell/L_1$, so the unknown $\ell$ cancels in

$$\frac{m_0/n_0}{m_1/n_1}\approx\frac{L_1}{L_0}.$$

Frames from state 0 alone would give $\ell/L_0$, which is wrong unless box 1 lies inside box 0. The two data sets meet in the region that both visit.

For smooth potentials there is no sharp border to the shared region. Each configuration must be given a weight, and we ask which weight gives the smallest statistical error.

## 2. Setting and conventions

States 0 and 1 have potential energies $U_0(x)$ and $U_1(x)$ on the same configuration space, with equal masses and temperature. The momentum integrals then cancel in the ratio of partition functions. With $\beta=1/kT$,

$$Z_i=\int e^{-\beta U_i}dx,\qquad p_i=\frac{e^{-\beta U_i}}{Z_i},\qquad \Delta F=F_1-F_0=-kT\ln\frac{Z_1}{Z_0}.$$

The energy difference is $w=U_1-U_0$ in both data sets. In the use considered here, $U_0$ is a cheap surrogate potential and $U_1$ a first-principles energy. Both must be evaluated at every frame. Averages over $p_i$ are written $\langle\cdot\rangle_i$, and $\sum_i$ is a sum over the frames of state $i$. The frames are independent, and $n_0$ and $n_1$ are large.

For any real weight $W(x)$ for which the averages exist and do not vanish,

$$\langle We^{-\beta U_1}\rangle_0=\frac1{Z_0}\int We^{-\beta(U_0+U_1)}dx,\qquad
\langle We^{-\beta U_0}\rangle_1=\frac1{Z_1}\int We^{-\beta(U_0+U_1)}dx.$$

The integrals are the same, so division gives

$$\frac{Z_1}{Z_0}=\frac{\langle We^{-\beta U_1}\rangle_0}{\langle We^{-\beta U_0}\rangle_1}.\tag{1}$$

Replacing the averages by sample means gives one estimator for each $W$. The optimum below is the best within this class, at leading order in the inverse numbers of frames.

## 3. The variance for an arbitrary weight

Let $\bar g$ be the mean of $n$ independent values of $g$. To first order in its fluctuation,

$$\ln\bar g\approx\ln\langle g\rangle+\frac{\bar g-\langle g\rangle}{\langle g\rangle},\qquad
\mathrm{Var}(\ln\bar g)\approx\frac1n\left[\frac{\langle g^2\rangle}{\langle g\rangle^2}-1\right].$$

The estimate of $-\beta\Delta F$ is a difference of two such logarithms from independent data, so their variances add. In the first mean put $e^{-\beta U_1}=Z_1p_1$, in the second $e^{-\beta U_0}=Z_0p_0$. The constants $Z_i$ cancel:

$$\beta^2\mathrm{Var}=\frac1{n_0}\left[\frac{\int W^2p_1^2p_0\,dx}{(\int Wp_0p_1dx)^2}-1\right]+\frac1{n_1}\left[\frac{\int W^2p_0^2p_1\,dx}{(\int Wp_0p_1dx)^2}-1\right].$$

The two numerators share the factor $W^2p_0p_1$, and

$$\frac{p_1}{n_0}+\frac{p_0}{n_1}=\frac{n_1p_1+n_0p_0}{n_0n_1}=\frac{q}{n_0n_1},\qquad q=n_0p_0+n_1p_1.$$

Here $q$ is the expected density of all frames pooled together. Hence

$$\beta^2\mathrm{Var}=\frac{\int W^2p_0p_1q\,dx}{n_0n_1(\int Wp_0p_1dx)^2}-\frac1{n_0}-\frac1{n_1}.\tag{2}$$

## 4. The best weight

Split the integrand of the denominator as $Wp_0p_1=ab$, with $a=W\sqrt{p_0p_1q}$ and $b=\sqrt{p_0p_1/q}$. The Cauchy–Schwarz inequality $(\int ab)^2\le\int a^2\int b^2$ reads

$$\left(\int Wp_0p_1dx\right)^2\le\int W^2p_0p_1q\,dx\int\frac{p_0p_1}{q}dx.$$

Dividing by the left side and by the last integral bounds the first term of (2) from below:

$$\beta^2\mathrm{Var}\ge\frac1I-\frac1{n_0}-\frac1{n_1},\qquad I=n_0n_1\int\frac{p_0p_1}{q}dx.\tag{3}$$

Equality requires $a\propto b$, that is, $W\propto1/q$ wherever both densities are nonzero.

Equations (2) and (3) were tested on six discrete configurations with $U_0/kT=(0,\,0.5,\,1.2,\,2,\,1,\,0.3)$, $U_1/kT=(1.5,\,0.8,\,0.2,\,0,\,0.6,\,2)$, $n_0=400$ and $n_1=100$. For $W=1$, repeated sampling and (2) both give a variance of 0.00545. A numerical search over the six weights reaches 0.003677, the value of (3).

**The boxes again.** In the shared stretch $p_0=1/L_0$ and $p_1=1/L_1$, so $q$ is constant there, and counting frames with equal weight is optimal.

**Identical shapes.** If $U_1=U_0+\text{const}$, then $p_0=p_1$ and $I=n_0n_1/(n_0+n_1)$. The variance vanishes, as it must when every frame has the same $w$.

## 5. Fermi functions appear

From the definitions, $p_1/p_0=(Z_0/Z_1)e^{-\beta w}=e^{-\beta(w-\Delta F)}$. Therefore

$$\frac{n_0p_0}{n_1p_1}=\frac{n_0}{n_1}e^{\beta(w-\Delta F)}=e^{\beta(w-C)},\qquad C=\Delta F+kT\ln\frac{n_1}{n_0}.\tag{4}$$

With $f(y)=1/(1+e^y)$, the optimal weight enters through

$$\frac{n_1p_1}{q}=\frac1{1+n_0p_0/(n_1p_1)}=f(\beta(w-C)),\qquad \frac{n_0p_0}{q}=f(-\beta(w-C)).\tag{5}$$

These are the probabilities that a frame drawn from the pooled data at $x$ came from state 1 or from state 0. No fermions are involved; the Fermi form comes from normalizing two exponentials.

## 6. The self-consistent equation

The best $C$ contains the unknown $\Delta F$. First take any fixed $C$. Since $f(y)=e^{-y}f(-y)$,

$$p_0f(\beta(w-C))=e^{\beta C}p_0e^{-\beta w}f(-\beta(w-C))=e^{\beta(C-\Delta F)}p_1f(-\beta(w-C)),$$

where the last step used $p_0e^{-\beta w}=e^{-\beta\Delta F}p_1$. Integrating and taking the logarithm,

$$\beta\Delta F=\beta C-\ln\frac{\langle f(\beta(w-C))\rangle_0}{\langle f(-\beta(w-C))\rangle_1}.\tag{6}$$

A poor $C$ thus costs precision but does not change the large-sample limit.

Now replace the averages by sample means and require $C$ to agree with (4) for the estimate itself. Let $S_0=\sum_0f(\beta(w-C))$ and $S_1=\sum_1f(-\beta(w-C))$. Then

$$\beta\Delta F=\beta\Delta F+\ln\frac{n_1}{n_0}-\ln\frac{S_0/n_0}{S_1/n_1}
=\beta\Delta F-\ln\frac{S_0}{S_1}.$$

Hence $S_0=S_1$:

$$\boxed{\;\sum_0f(\beta(w-C))=\sum_1f(-\beta(w-C)),\qquad \Delta F=C-kT\ln\frac{n_1}{n_0}\;}\tag{7}$$

The forward differences $w=U_1-U_0$ enter on the left, and the reverse differences $-w=U_0-U_1$ on the right.

**One root.** Let all $w$ be finite. Since $f'=-f(1-f)$, $S_0$ rises with $C$ from 0 to $n_0$, while $S_1$ falls from $n_1$ to 0. They cross once.

**The iteration converges.** Insert a trial $\Delta F$ in (4), evaluate (6) with sample means, and repeat. The derivative of the new value with respect to the old one is

$$1-\frac{\sum_0f(1-f)}{\sum_0f}-\frac{\sum_1f(1-f)}{\sum_1f}=a+b-1,\qquad a=\frac{\sum_0f^2}{\sum_0f},\quad b=\frac{\sum_1f^2}{\sum_1f},$$

each $f$ having the argument that belongs to its data set. As $0<f<1$, both $a$ and $b$ lie between 0 and 1, so the slope lies between $-1$ and 1. On a closed interval centred on the root and containing the starting value, the largest magnitude of this continuous slope is below 1. By the mean-value theorem the distance to the root then shrinks at least geometrically. The rate can be very poor: if no frames lie in the shared region, the Fermi factors at the root are all small, $a$ and $b$ approach 0, the slope approaches $-1$, and the updates oscillate about the root with little damping. Bisection on $S_0-S_1$, which is monotonic in $C$, avoids this.

## 7. What does the unknown $C$ cost?

The bound (3) assumed a fixed weight, whereas (7) takes $C$ from the data. Write $\phi=n_1p_1/q$, so that $n_1p_1=q\phi$ and $n_0p_0=q(1-\phi)$. At the true $C$,

$$\langle S_0\rangle=\int n_0p_0\phi\,dx=\int q\phi(1-\phi)dx=I,$$

and likewise $\langle S_1\rangle=I$. The difference $S_0-S_1$ therefore has zero mean. Its derivative with respect to $\beta C$ is the sum of $f(1-f)$ over all frames, with mean $\int q\phi(1-\phi)dx=I$. To leading order the root is displaced by $-(S_0-S_1)/I$ in $\beta C$, so we need

$$\mathrm{Var}(S_0)=n_0\left[\langle\phi^2\rangle_0-\frac{I^2}{n_0^2}\right]=\int q(1-\phi)\phi^2dx-\frac{I^2}{n_0},$$

$$\mathrm{Var}(S_1)=\int q\phi(1-\phi)^2dx-\frac{I^2}{n_1}.$$

In the sum the integrands combine, because $\phi+(1-\phi)=1$, to $q\phi(1-\phi)$:

$$\mathrm{Var}(S_0-S_1)=I-I^2\left(\frac1{n_0}+\frac1{n_1}\right).$$

Division by $I^2$ returns the minimum in (3). At leading order, self-consistency costs nothing. The calculation also supplies an error estimate from the data: replace $I$ in (3) by the sum of $f(1-f)$ over all frames.

## 8. Limits and failure

**One-sided averages.** For $C\to-\infty$, $f(\beta(w-C))\to e^{-\beta(w-C)}$ and $f(-\beta(w-C))\to1$. Equation (6) becomes forward exponential averaging, $\Delta F=-kT\ln\langle e^{-\beta w}\rangle_0$. For $C\to+\infty$ it becomes the reverse form, $\Delta F=kT\ln\langle e^{\beta w}\rangle_1$.

**Nearly equal states.** Let $p_1=p_0(1+\eta)$ with small $\eta$, where $\langle\eta\rangle_0=0$ by normalization. Put $N=n_0+n_1$ and $\nu=n_1/N$. To second order,

$$I=\frac{n_0n_1}{N}\left\langle\frac{1+\eta}{1+\nu\eta}\right\rangle_0\approx\frac{n_0n_1}{N}\left[1-\nu(1-\nu)\langle\eta^2\rangle_0\right].$$

Since $N/(n_0n_1)=1/n_0+1/n_1$ and $\nu(1-\nu)=n_0n_1/N^2$, (3) gives $\beta^2\mathrm{Var}\approx\langle\eta^2\rangle_0/N$. To first order $\eta=-\beta(w-\langle w\rangle_0)$, so

$$\mathrm{Var}(\Delta F)\approx\frac{\sigma_w^2}{n_0+n_1},\tag{8}$$

where $\sigma_w$ is the standard deviation of $w$. In this limit, frames from either state are worth the same.

**Poor overlap.** When each density is small wherever the other is large and the numbers of frames are comparable, $I$ is much smaller than $n_0$ and $n_1$, and the variance is close to $1/I$. Once $I$ is no longer large compared with 1, the few frames in the shared region do not justify the first-order expansion, and the error formula fails with it. Intermediate potentials can then divide $\Delta F$ into steps with better overlap.

**Correlated frames.** Successive molecular-dynamics frames are not independent. The error formula needs the numbers of independent frames, and each trajectory must have sampled its whole distribution.

## 9. A soft surrogate for nickel

Consider a periodic fcc cell of 32 nickel atoms at 400 K, where $kT=34.469$ meV. Neighbouring atoms are joined by harmonic springs, of 2.0 eV/Å$^2$ in the surrogate and 2.4 eV/Å$^2$ in the reference. These are model values, not a first-principles calculation. The energies of the perfect lattices are aligned at zero.

Removing three uniform translations leaves $3\times32-3=93$ modes. All force constants scale by $r=1.2$, so $U_1=1.2\,U_0$ and $w=0.2\,U_0$. Each mode contributes a Gaussian integral proportional to the inverse square root of its force constant. Thus $Z_1/Z_0=r^{-93/2}$ and

$$\Delta F=\frac{93}{2}kT\ln1.2=46.5\times0.18232\times34.469\ \text{meV}=292.2\ \text{meV}$$

per cell, or 0.292 eV; this is 9.13 meV per atom. The per-atom value depends on the cell size, because three modes are removed; for a large cell it tends to $\tfrac32kT\ln1.2=9.43$ meV.

Take 400 surrogate and 100 reference frames. Then $kT\ln(100/400)=-47.8$ meV, and (4) gives $C=292.2-47.8=244.4$ meV. A numerical search for the $C$ of least variance finds the same value. The overlap sum is $I=62.493$, so the standard error is

$$34.469\sqrt{\frac1{62.493}-\frac1{400}-\frac1{100}}\ \text{meV}=2.04\ \text{meV}.$$

In 6000 synthetic data sets the roots of (7) scatter by 2.04 meV. Their mean differs from the model value by 0.01 meV, which is within the sampling uncertainty $2.04/\sqrt{6000}=0.03$ meV. With $C$ held 3 $kT$ below or above its best value, the error would be 2.62 or 3.56 meV.

Equation (8) can be tried as a quick estimate. In the surrogate $\beta U_0$ is half a sum of 93 squared standard normal variables, with variance $93/2$. Hence $\sigma_w=0.2\sqrt{46.5}\,kT=47$ meV, and $47/\sqrt{500}=2.1$ meV. This is close to the full result, although $\beta\sigma_w=1.36$ is not small and (8) does not guarantee such agreement.

**Following one data set.** Starting from $\Delta F=0$, successive updates give 289.635, 291.227, 291.285 and 291.287 meV. The first is the forward exponential estimate, 289.64 meV. The reason is that the starting $C=-47.8$ meV lies about 11 $kT$ below the mean $w$ of 320 meV in the surrogate frames, well inside the limit $C\to-\infty$. The distance to the root then falls from 1.652 to 0.060 meV, a factor of 0.036, in line with the slope $a+b-1=0.037$ at the root. The converged result is $291.3\pm2.2$ meV, with the error estimated from the same data. Both Fermi sums equal 62.40.

## 10. Are the reference frames worth their price?

For a Gaussian mode, multiplying the Boltzmann factor by another Gaussian changes its stiffness and leaves an elementary integral. The relative variance of one term in the forward average is

$$\frac{\langle e^{-2\beta w}\rangle_0}{\langle e^{-\beta w}\rangle_0^2}-1=\frac{(2r-1)^{-93/2}}{r^{-93}}-1=\left(\frac{1.44}{1.40}\right)^{46.5}-1=2.71.$$

With 400 frames the error is $34.469\sqrt{2.71/400}=2.84$ meV. In the reverse average, $p_1e^{2\beta w}$ is proportional to $e^{-(2-r)\beta U_0}$, so

$$\frac{\langle e^{2\beta w}\rangle_1}{\langle e^{\beta w}\rangle_1^2}-1=\left[\frac{1}{r(2-r)}\right]^{93/2}-1=\left(\frac1{0.96}\right)^{46.5}-1=5.67,$$

and 100 frames give 8.21 meV to first order. The few frames with the largest $w$ carry a large share of this average (the top five of 100 typically about a third), so with only 100 frames the first-order value is a rough one; the actual scatter is nearer 7 meV. For $r\ge2$ the variance is infinite, whereas Fermi weights stay between 0 and 1. The best linear average of the two one-sided estimates has a first-order error of 2.68 meV, still above the 2.04 meV of (7) with the same frames.

The comparison changes if the frames may be chosen. Forward averaging with 500 surrogate frames gives 2.54 meV. To reach 2.04 meV it needs about $400(2.835/2.040)^2\approx770$ frames, so the 100 reference frames replace about 370 further surrogate frames. If the surrogate's own cost is negligible, this choice of 400 and 100 frames pays when one independent reference frame costs less than about 3.7 first-principles evaluations; another split has another threshold. A first-principles trajectory that needs tens of steps between independent frames exceeds this. Within the class (1), equation (7) makes the best use of given data at leading order; it does not decide which data to buy.

The balance depends on size. For $d$ modes the forward factor is $[r^2/(2r-1)]^{d/2}$, which grows exponentially with $d$ at any fixed $r>1/2$ other than 1; for $r\le1/2$ the forward variance is infinite. At $r=1.2$ and 64 atoms, $d=189$ and the relative variance rises from 2.7 to about 13.

## 11. The model beside a real nickel contact

A temperature of 400 K is plausible for a hot chip, and the model's highest phonon energy, 37 meV, is roughly that of nickel. The 20 % error in the force constants is an assumption about the surrogate. Real contacts are polycrystalline, strained and often alloyed or silicided; the effect of that structure is not estimated here.

Some omissions within a perfect crystal exceed the statistical error. Quantum treatment of the harmonic modes, for which nickel's mass is needed, adds 13 meV to $\Delta F$. If half the modes had a stiffness ratio of 1.1 and half 1.3, $\Delta F$ would change by $-5.6$ meV. Letting the springs follow their true lengths changes it by only $-0.1$ meV, but this does not measure the anharmonicity of nickel's actual bonding.

Three further effects are sized for the reference free energy $F_1$ alone, from rough material inputs. If the cell is held at its static-lattice volume, relaxing it by a thermal expansion of 1.6 % in volume gives about $-50$ meV per cell; if it already has its room-temperature volume, the gain is only a few meV. Electronic excitation gives roughly $-0.1$ to $-0.2$ eV, depending on the density of states assumed, and spin waves about $-9$ meV. The last value uses the low-temperature formula for independent spin waves in a bulk crystal, scaled to 32 atoms; it comes from long wavelengths that do not fit into the periodic 32-atom cell itself. Since 400 K is about 0.64 of nickel's Curie temperature, the actual magnetic term may be considerably larger in magnitude. The effect of all three on $\Delta F$ depends on what the surrogate already contains. The electronic term is also absent as a correction if $U_1$ is already an electronic free energy at 400 K. Any part that is independent of the atomic positions shifts $w$, $C$ and $\Delta F$ equally. It leaves $p_1$, $I$ and the statistical error unchanged.

If one frame in five is independent in both trajectories, the standard error grows by $\sqrt5$, from 2.04 to 4.56 meV. The remaining values are in the numerical output below.

## Numbers as computed

```
Six states, unit weight: variance sampled 0.00545, formula 0.00545
Six states, least variance: search 0.003677, formula 0.003677
Six states, largest log-weight mismatch: 1.7e-08
Temperature: 400 K
kT: 34.469 meV
Lattice constant (rough): 3.52 angstrom
Springs: surrogate 2.0, reference 2.4 eV/angstrom^2
Atoms 32, bonds 192, vibrational modes 93
Frames: surrogate n0 = 400, reference n1 = 100
Top phonon quantum, reference: 37.0 meV
Kolmogorov distance of U0/kT from gamma law: 0.0087
Model DeltaF in kT: 8.4780 kT
Model DeltaF per cell: 292.23 meV
Model DeltaF per atom: 9.132 meV
kT ln(n1/n0): -47.78 meV
Best C, formula: 244.44 meV
Best C, numerical search: 244.44 meV
Overlap sum I: 62.493
Standard error, optimal: 2.040 meV
Standard error, C off by -3 kT: 2.622 meV
Standard error, C off by +3 kT: 3.556 meV
Standard error, forward exponential, 400 frames: 2.835 meV
Standard error, reverse exponential, 100 frames: 8.211 meV
Standard error, best linear average of these: 2.680 meV
Standard error, forward only, 500 frames: 2.536 meV
Synthetic data sets: 6000
Scatter of their self-consistent roots: 2.037 meV
Mean root minus model DeltaF: 0.011 meV
One data set: mean w in surrogate frames: 320.26 meV
One data set: mean w in reference frames: 267.30 meV
One data set: DeltaF after 0 updates: 0.000 meV
One data set: DeltaF after 1 updates: 289.635 meV
One data set: DeltaF after 2 updates: 291.227 meV
One data set: DeltaF after 3 updates: 291.285 meV
One data set: DeltaF after 4 updates: 291.287 meV
One data set: converged DeltaF: 291.287 meV
One data set: error estimated from data: 2.218 meV
One data set: Fermi sums 62.3990 and 62.3990
One data set: slope of update at root: 0.0369
One data set: forward exponential estimate: 289.64 meV
One data set: reverse exponential estimate: 294.98 meV
Neglected in DeltaF: quantum nuclei: 13.08 meV
Neglected in DeltaF: geometric anharmonicity: -0.09 meV
  its sampling error: 0.01 meV
Neglected in DeltaF: half the modes at ratio 1.1, half 1.3: -5.58 meV
Rough inputs: bulk modulus 180 GPa, expansion 4e-05 /K
Rough inputs: 2 states/eV/atom, spin stiffness 400 meV angstrom^2
Size in F1: thermal expansion: -50 meV per cell
Size in F1: electronic excitation: -125 meV per cell
Size in F1: spin waves: -9 meV per cell
Standard error if one frame in 5 is independent: 4.561 meV
```
